# Isotropy subgroups and Landau energy of perovskite octahedral tilts: a numerical check

```python
"""Isotropy subgroups of octahedral tilts in a cubic perovskite (Pm-3m, B at origin).

Result under test: the antiphase tilt R (irrep R4+) gives I4/mcm for (a,0,0),
Imma for (a,a,0), R-3c for (a,a,a); R=(a,a,0) with in-phase tilt M=(0,0,c)
(irrep M3+) gives Pnma. A quartic Landau energy of R and M is also tested.
Symbols: an operation {W|t} sends x to W x + t, lengths in cubic cell edges.
Translations are taken modulo the 2x2x2 cell, so the parent has 48*8 operations.
P holds the new cell vectors as columns, p is the new origin.
"""
import itertools
import numpy as np
from scipy.optimize import minimize

EYE = np.eye(3, dtype=int)
operations = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        W = np.diag(signs) @ EYE[list(perm)]
        for t in itertools.product((0, 1), repeat=3):
            operations.append((W, np.array(t)))


def key(W, t):
    """Hashable form of an operation modulo the 2x2x2 translations."""
    Wi, ti = np.rint(W).astype(int), np.rint(t).astype(int)
    assert np.allclose(W, Wi, atol=1e-9) and np.allclose(t, ti, atol=1e-9)
    return tuple(Wi.ravel().tolist()) + tuple((ti % 2).tolist())


# ---- action on the six-component order parameter (R, M)
def irrep_matrix(W, t):
    axial = round(np.linalg.det(W)) * W
    D = np.zeros((6, 6))
    D[:3, :3] = axial * (-1) ** int(t.sum())
    D[3:, 3:] = np.diag([(-1) ** int(t.sum() - t[i]) for i in range(3)]) @ axial
    return D


keys = [key(W, t) for W, t in operations]
D_all = np.array([irrep_matrix(W, t) for W, t in operations])


def group_from_irreps(order_parameter):
    same = np.all(np.abs(D_all @ order_parameter - order_parameter) < 1e-9, axis=1)
    return {k for k, s in zip(keys, same) if s}


# ---- displacements of the X atoms, positions in half cell edges modulo 4
def rotation_vector(n, R, M):
    s = (-1.0) ** np.array(n)
    return R * s.prod() + M * s.prod() * s


def group_from_atoms(order_parameter):
    R, M = order_parameter[:3], order_parameter[3:]
    field = np.zeros((4, 4, 4, 3))
    sites = []
    for n in itertools.product((0, 1), repeat=3):
        for e in EYE:
            u = np.cross(rotation_vector(n, R, M), e / 2)
            u_other = np.cross(rotation_vector(np.array(n) + e, R, M), -e / 2)
            assert np.allclose(u, u_other)      # corner stays shared
            q = (2 * np.array(n) + e) % 4
            field[tuple(q)] = u
            sites.append(q)
    sites = np.array(sites)
    u_old = field[tuple(sites.T)]
    found = set()
    for k, (W, t) in zip(keys, operations):
        image = (sites @ W.T + 2 * t) % 4
        if np.allclose(field[tuple(image.T)], u_old @ W.T, atol=1e-9):
            found.add(k)
    return found


# ---- space groups from standard generators, carried to the parent axes
def group_from_tables(generators, P, p):
    gens = [(EYE, P[:, j]) for j in range(3)]
    for g in generators:
        shift = np.array(g(0, 0, 0), float)
        Wn = np.array([np.array(g(*e), float) - shift for e in EYE]).T
        W = P @ Wn @ np.linalg.inv(P)
        gens.append((W, P @ shift + p - W @ p))
    gens = [key(W, t) for W, t in gens]
    gens = [(np.array(k[:9]).reshape(3, 3), np.array(k[9:])) for k in gens]
    start = key(EYE, np.zeros(3))
    group, queue = {start}, [start]
    while queue:
        k = queue.pop()
        W1, t1 = np.array(k[:9]).reshape(3, 3), np.array(k[9:])
        for W2, t2 in gens:
            new = key(W2 @ W1, W2 @ t1 + t2)
            if new not in group:
                group.add(new)
                queue.append(new)
    return group


h = 0.5
inv = lambda x, y, z: (-x, -y, -z)
Icen = lambda x, y, z: (x + h, y + h, z + h)
Ccen = lambda x, y, z: (x + h, y + h, z)
Rcen = lambda x, y, z: (x + 2 / 3, y + 1 / 3, z + 1 / 3)
four = lambda x, y, z: (-y, x, z)
# name: (generators, lattice points per conventional cell)
tables = {
    "I4/mcm": ([four, lambda x, y, z: (-x, y, -z + h), inv, Icen], 2),
    "Imma": ([lambda x, y, z: (-x, -y + h, z),
              lambda x, y, z: (-x, y + h, -z), inv, Icen], 2),
    "R-3c": ([lambda x, y, z: (-y, x - y, z),
              lambda x, y, z: (y, x, -z + h), inv, Rcen], 3),
    "C2/m": ([lambda x, y, z: (-x, y, -z), inv, Ccen], 2),
    "C2/c": ([lambda x, y, z: (-x, y, -z + h), inv, Ccen], 2),
    "P-1": ([inv], 1),
    "P4/mbm": ([four, lambda x, y, z: (-x + h, y + h, -z), inv], 1),
    "Pnma": ([lambda x, y, z: (-x + h, -y, z + h),
              lambda x, y, z: (-x, y + h, -z), inv], 1),
    "Cmcm": ([lambda x, y, z: (-x, -y, z + h),
              lambda x, y, z: (-x, y, -z + h), inv, Ccen], 2),
    "P2_1/c": ([lambda x, y, z: (-x, y + h, -z + h), inv], 1),
}
# label, space group, (R, M) with generic amplitudes, cell vectors, origin
c = 0.7
cases = [
    ("R(a,0,0)", "I4/mcm", (1, 0, 0, 0, 0, 0), [(0, 1, 1), (0, -1, 1), (2, 0, 0)], (0, 0, 0)),
    ("R(a,a,0)", "Imma", (1, 1, 0, 0, 0, 0), [(1, 1, 0), (0, 0, 2), (1, -1, 0)], (0, 0, 0)),
    ("R(a,a,a)", "R-3c", (1, 1, 1, 0, 0, 0), [(-1, 1, 0), (0, -1, 1), (2, 2, 2)], (0, 0, 0)),
    ("R(a,b,0)", "C2/m", (1, 2, 0, 0, 0, 0), [(2, 0, 0), (0, 0, 2), (-1, -1, 0)], (h, 0, h)),
    ("R(a,a,b)", "C2/c", (1, 1, 2, 0, 0, 0), [(1, 1, 2), (-1, 1, 0), (0, 0, 2)], (0, 0, 0)),
    ("R(a,b,c)", "P-1", (1, 2, 3, 0, 0, 0), [(0, 1, 1), (1, 0, 1), (1, 1, 0)], (0, 0, 0)),
    ("M(0,0,c)", "P4/mbm", (0, 0, 0, 0, 0, c), [(1, 1, 0), (-1, 1, 0), (0, 0, 1)], (0, 0, 0)),
    ("R(a,a,0)+M(0,0,c)", "Pnma", (1, 1, 0, 0, 0, c), [(1, 1, 0), (0, 0, 2), (1, -1, 0)], (0, 0, 0)),
    ("R(a,0,0)+M(0,0,c)", "Cmcm", (1, 0, 0, 0, 0, c), [(0, 2, 0), (-2, 0, 0), (0, 0, 2)], (h, h, 0)),
    ("R(a,a,0)+M(c,0,0)", "C2/m", (1, 1, 0, c, 0, 0), [(0, 2, 0), (0, 0, 2), (2, 0, 0)], (0, h, h)),
    ("R(a,a,a)+M(0,0,c)", "P2_1/c", (1, 1, 1, 0, 0, c), [(0, 0, 2), (1, -1, 0), (1, 1, 0)], (0, 0, 0)),
]

R_images = {tuple(np.rint(D[:3, :3]).astype(int).ravel().tolist()) for D in D_all}
assert len(set(keys)) == 384 and len(R_images) == 48
print("Parent operations modulo the 2x2x2 cell:", len(keys))
print("Distinct matrices acting on R:", len(R_images))
print("Z = formula units per primitive cell; cell and origin in cubic edges")
by_label = {}
for label, name, vector, cell, origin in cases:
    vector = np.array(vector, float)
    P, p = np.array(cell, float).T, np.array(origin, float)
    generators, points = tables[name]
    expected = group_from_tables(generators, P, p)
    assert group_from_irreps(vector) == expected, label
    assert group_from_atoms(vector) == expected, label
    pure = sum(k[:9] == tuple(EYE.ravel().tolist()) for k in expected)
    Z = np.linalg.det(P) / points
    assert abs(Z - 8 / pure) < 1e-9, label
    orbit = {tuple(np.round(v, 6) + 0.0) for v in D_all @ vector}
    assert len(orbit) * len(expected) == len(keys)
    by_label[label] = expected
    print(f"{label}: {name}, point ops {len(expected)//pure}, Z {Z:.0f}, domains {len(orbit)}")
    print("   cell", *[str(v).replace(" ", "") for v in cell],
          "origin", str(origin).replace(" ", ""))
assert by_label["R(a,a,0)"] & by_label["M(0,0,c)"] == by_label["R(a,a,0)+M(0,0,c)"]

# ---- number of invariant polynomials of degree 2, 3, 4 from characters
p1, p2, p3, p4 = [np.trace(np.linalg.matrix_power(D_all, k), axis1=1, axis2=2)
                  for k in (1, 2, 3, 4)]
counts = [np.mean((p1**2 + p2) / 2), np.mean((p1**3 + 3*p1*p2 + 2*p3) / 6),
          np.mean((p1**4 + 6*p1**2*p2 + 3*p2**2 + 8*p1*p3 + 6*p4) / 24)]
assert np.allclose(counts, [2, 0, 6])
print("Invariants of degree 2, 3, 4:", *[f"{x:.0f}" for x in counts])

# ---- Landau energy, dimensionless model
par = dict(alpha=1.0, beta=0.6, u=1.0, v=0.5, u2=1.0, v2=-0.2, g=0.2, d=2.0)


def energy(z, q):
    x, y = np.asarray(z[:3])**2, np.asarray(z[3:])**2
    return (-q["alpha"]*x.sum()/2 - q["beta"]*y.sum()/2
            + q["u"]*x.sum()**2/4 + q["v"]*(x**2).sum()/4
            + q["u2"]*y.sum()**2/4 + q["v2"]*(y**2).sum()/4
            + q["g"]*x.sum()*y.sum()/2 + q["d"]*(x*y).sum()/2)


def hessian(f, z, step=1e-3):
    n = len(z)
    E = np.eye(n) * step
    return np.array([[(f(z+E[i]+E[j]) - f(z+E[i]-E[j]) - f(z-E[i]+E[j])
                       + f(z-E[i]-E[j])) / (4*step**2) for j in range(n)]
                     for i in range(n)])


rng = np.random.default_rng(4)
z_test = rng.normal(size=6)
assert np.allclose([energy(D @ z_test, par) for D in D_all], energy(z_test, par))
print("Model (dimensionless; u2,v2 are u',v'):")
print("  ", " ".join(f"{k}={x:g}" for k, x in par.items()))

# R alone: energies along the three directions, and the free minimum
energy_R = lambda r, q=par: energy(np.r_[r, 0, 0, 0], q)
directions = {"I4/mcm": (1, 0, 0), "Imma": (1, 1, 0), "R-3c": (1, 1, 1)}
closed = {}
for name, n in directions.items():
    n = np.array(n) / np.linalg.norm(n)
    closed[name] = -par["alpha"]**2 / (4*(par["u"] + par["v"]*(n**4).sum()))
    line = minimize(lambda s: energy_R(s[0]*n), [0.8], tol=1e-10)
    assert abs(line.fun - closed[name]) < 1e-8
    print(f"R alone, {name}: energy {closed[name]:.5f}")
free = min((minimize(energy_R, rng.normal(size=3), tol=1e-9) for _ in range(15)),
           key=lambda m: m.fun)
assert abs(free.fun - closed["R-3c"]) < 1e-7 and np.ptp(np.abs(free.x)) < 1e-3

# the (a,a,0) state is a saddle for both signs of v
for v in (0.5, -0.5):
    q = dict(par, v=v)
    size2 = q["alpha"] / (q["u"] + v/2)
    r = np.sqrt(size2/2) * np.array([1.0, 1.0, 0.0])
    H = hessian(lambda s: energy_R(s, q), r)
    side = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
    out_plane, in_plane = -v*size2/2, v*size2
    assert abs(H[2, 2] - out_plane) < 1e-4 and abs(side @ H @ side - in_plane) < 1e-4
    assert np.linalg.eigvalsh(H)[0] < -0.01
    print(f"Imma, v={v:g}: |R|^2 {size2:.4f}, curvature out {out_plane:.4f}, in {in_plane:.4f}")


# both tilts: stationary amplitudes for fixed directions of R and M
def two_tilts(n, m, q):
    n, m = np.array(n)/np.linalg.norm(n), np.array(m)/np.linalg.norm(m)
    A = q["u"] + q["v"]*(n**4).sum()
    B = q["u2"] + q["v2"]*(m**4).sum()
    C = q["g"] + q["d"]*(n**2*m**2).sum()
    X, Y = np.linalg.solve([[A, C], [C, B]], [q["alpha"], q["beta"]])
    assert X > 0 and Y > 0
    return X, Y, -(q["alpha"]*X + q["beta"]*Y)/4, np.r_[np.sqrt(X)*n, np.sqrt(Y)*m]


X, Y, F_pnma, z_pnma = two_tilts((1, 1, 0), (0, 0, 1), par)
Xc, Yc, F_cmcm, z_cmcm = two_tilts((1, 0, 0), (0, 0, 1), par)
F_M = -par["beta"]**2 / (4*(par["u2"] + par["v2"]))
for F, z in ((F_pnma, z_pnma), (F_cmcm, z_cmcm)):
    assert abs(energy(z, par) - F) < 1e-12
M_line = minimize(lambda s: energy(np.r_[0, 0, 0, 0, 0, s[0]], par), [0.8], tol=1e-10)
assert abs(M_line.fun - F_M) < 1e-8
print(f"M alone, P4/mbm: energy {F_M:.5f}")
print(f"Cmcm: |R|^2 {Xc:.4f}, |M|^2 {Yc:.4f}, energy {F_cmcm:.5f}")
print(f"Pnma: |R|^2 {X:.4f}, |M|^2 {Y:.4f}, energy {F_pnma:.5f}")
print(f"Pnma: R_1 = R_2 = {z_pnma[0]:.4f}, M_3 = {z_pnma[5]:.4f}")

# global minimum: free search, and all stationary supports in squared components
runs = [minimize(energy, rng.normal(size=6), args=(par,), tol=1e-9) for _ in range(60)]
best = min(runs, key=lambda m: m.fun)
axis = int(np.argmax(np.abs(best.x[3:])))
others = [i for i in range(3) if i != axis]
assert abs(best.fun - F_pnma) < 1e-7
assert abs(best.x[axis]) < 1e-3 and np.ptp(np.abs(best.x[others])) < 1e-3
assert np.all(np.abs(best.x[3:][others]) < 1e-3)
one = np.ones((3, 3))
Q = 0.5*np.block([[par["u"]*one + par["v"]*EYE, par["g"]*one + par["d"]*EYE],
                  [par["g"]*one + par["d"]*EYE, par["u2"]*one + par["v2"]*EYE]])
lin = 0.5*np.r_[par["alpha"]*np.ones(3), par["beta"]*np.ones(3)]
assert Q.min() > 0                               # energy bounded below
lowest = 0.0
for size in range(1, 7):
    for S in itertools.combinations(range(6), size):
        S = list(S)
        QS = Q[np.ix_(S, S)]
        if abs(np.linalg.det(QS)) > 1e-12:
            squares = np.linalg.solve(QS, lin[S])
            if squares.min() >= 0:
                lowest = min(lowest, -0.5*lin[S] @ squares)
assert abs(lowest - F_pnma) < 1e-10
print(f"Global minimum: free search {best.fun:.5f}, enumeration {lowest:.5f}")

# the coupling d is what keeps R_3 at zero
for d in (par["d"], 0.0):
    q = dict(par, d=d)
    H = hessian(lambda s: energy(s, q), z_pnma)
    curvature = -q["alpha"] + q["u"]*X + (q["g"] + d)*Y
    assert abs(H[2, 2] - curvature) < 1e-4
    assert (np.linalg.eigvalsh(H)[0] > 0) == (d > 0)
    print(f"Pnma, d={d:g}: curvature towards R_3 {curvature:.4f}")
d_min = (par["alpha"] - par["u"]*X)/Y - par["g"]
for factor, stable in ((0.95, False), (1.05, True)):
    H = hessian(lambda s: energy(s, dict(par, d=factor*d_min)), z_pnma)
    assert (np.linalg.eigvalsh(H)[0] > 0) == stable
print(f"Smallest d for local stability of Pnma: {d_min:.4f}")
print("finished without a failed check")
```

Running it gives:

```
Parent operations modulo the 2x2x2 cell: 384
Distinct matrices acting on R: 48
Z = formula units per primitive cell; cell and origin in cubic edges
R(a,0,0): I4/mcm, point ops 16, Z 2, domains 6
   cell (0,1,1) (0,-1,1) (2,0,0) origin (0,0,0)
R(a,a,0): Imma, point ops 8, Z 2, domains 12
   cell (1,1,0) (0,0,2) (1,-1,0) origin (0,0,0)
R(a,a,a): R-3c, point ops 12, Z 2, domains 8
   cell (-1,1,0) (0,-1,1) (2,2,2) origin (0,0,0)
R(a,b,0): C2/m, point ops 4, Z 2, domains 24
   cell (2,0,0) (0,0,2) (-1,-1,0) origin (0.5,0,0.5)
R(a,a,b): C2/c, point ops 4, Z 2, domains 24
   cell (1,1,2) (-1,1,0) (0,0,2) origin (0,0,0)
R(a,b,c): P-1, point ops 2, Z 2, domains 48
   cell (0,1,1) (1,0,1) (1,1,0) origin (0,0,0)
M(0,0,c): P4/mbm, point ops 16, Z 2, domains 6
   cell (1,1,0) (-1,1,0) (0,0,1) origin (0,0,0)
R(a,a,0)+M(0,0,c): Pnma, point ops 8, Z 4, domains 24
   cell (1,1,0) (0,0,2) (1,-1,0) origin (0,0,0)
R(a,0,0)+M(0,0,c): Cmcm, point ops 8, Z 4, domains 24
   cell (0,2,0) (-2,0,0) (0,0,2) origin (0.5,0.5,0)
R(a,a,0)+M(c,0,0): C2/m, point ops 4, Z 4, domains 48
   cell (0,2,0) (0,0,2) (2,0,0) origin (0,0.5,0.5)
R(a,a,a)+M(0,0,c): P2_1/c, point ops 4, Z 4, domains 48
   cell (0,0,2) (1,-1,0) (1,1,0) origin (0,0,0)
Invariants of degree 2, 3, 4: 2 0 6
Model (dimensionless; u2,v2 are u',v'):
   alpha=1 beta=0.6 u=1 v=0.5 u2=1 v2=-0.2 g=0.2 d=2
R alone, I4/mcm: energy -0.16667
R alone, Imma: energy -0.20000
R alone, R-3c: energy -0.21429
Imma, v=0.5: |R|^2 0.8000, curvature out -0.2000, in 0.4000
Imma, v=-0.5: |R|^2 1.3333, curvature out 0.3333, in -0.6667
M alone, P4/mbm: energy -0.11250
Cmcm: |R|^2 0.5862, |M|^2 0.6034, energy -0.23707
Pnma: |R|^2 0.7083, |M|^2 0.5729, energy -0.26302
Pnma: R_1 = R_2 = 0.5951, M_3 = 0.7569
Global minimum: free search -0.26302, enumeration -0.26302
Pnma, d=2: curvature towards R_3 0.9688
Pnma, d=0: curvature towards R_3 -0.1771
Smallest d for local stability of Pnma: 0.3091
finished without a failed check
```
